# Single-Scattering EXAFS at the K Edge: Derivation and Use: a program that tests the result

```python
# Result under test: single-scattering EXAFS at a K edge,
#   chi(k) = - sum_j 3 cos^2(theta_j) |f_j| / (k R_j^2) * exp(-2 R_j/lam)
#                    * sin(2 k R_j + 2 delta_1 + arg f_j)
# k: photoelectron wave number (1/Angstrom), R: neighbour distance (Angstrom),
# theta: angle between polarization and bond, delta_1: central p phase shift,
# f: backscattering amplitude (Angstrom), lam = 1/Im(k): amplitude decay length.
# Potentials enter as U = 2 m V / hbar^2 in 1/Angstrom^2.
import numpy as np
from scipy import constants as sc
from scipy.special import spherical_jn, spherical_yn, eval_legendre, lpmv

BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
H2_2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e20      # eV Angstrom^2
ELL = np.arange(26)


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


def phase_shifts(U, k, r_mt=1.2, steps=2400):
    """delta_l(k) modulo pi; radial function r^l w(r), integrated in ln r."""
    k = np.atleast_1d(k).astype(float)[:, None]
    l = ELL[None, :]
    r0 = 1e-5
    dx = np.log(r_mt / r0) / steps
    w = np.ones((k.shape[0], ELL.size))
    p = r0**2 * U(r0) / (2 * (l + 1)) * w            # p = r dw/dr

    def slope(r, w, p):
        return p, -(2 * l + 1) * p - r * r * (k * k - U(r)) * w

    for n in range(steps):
        ra = r0 * np.exp(n * dx)
        rb, rc = ra * np.exp(dx / 2), ra * np.exp(dx)
        a1, b1 = slope(ra, w, p)
        a2, b2 = slope(rb, w + dx / 2 * a1, p + dx / 2 * b1)
        a3, b3 = slope(rb, w + dx / 2 * a2, p + dx / 2 * b2)
        a4, b4 = slope(rc, w + dx * a3, p + dx * b3)
        w = w + dx / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        p = p + dx / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    dw = (l * w + p) / r_mt
    x = k * r_mt
    top = k * spherical_jn(l, x, derivative=True) * w - dw * spherical_jn(l, x)
    bot = k * spherical_yn(l, x, derivative=True) * w - dw * spherical_yn(l, x)
    return np.arctan(top / bot)


def backscattering(k, delta):
    terms = (2 * ELL + 1) * (-1.0)**ELL * np.exp(1j * delta) * np.sin(delta)
    return terms.sum(axis=-1) / k


def curved_sums(k, R, delta):
    """sum_L a_L^2 exp(i d) sin(d); a_L found by projecting the p wave
    on spheres around the neighbour. Polarization along / across the bond."""
    c, wt = np.polynomial.legendre.leggauss(90)
    s = np.sqrt(1 - c * c)
    P0 = eval_legendre(ELL[:, None], c[None, :])
    P1 = lpmv(1, ELL[:, None], c[None, :])
    n0 = 2 * np.pi * np.sqrt((2 * ELL + 1) / (4 * np.pi))
    n1 = np.pi * np.sqrt((2 * ELL + 1) /
                         (2 * np.pi * np.maximum(ELL * (ELL + 1), 1)))
    along, across, norm = 0, 0, 0
    for rho in (1.0, 1.0 + np.pi / (2 * k)):         # two radii avoid zeros of j_l
        x = np.sqrt(R * R + rho * rho + 2 * R * rho * c)
        wave = np.sqrt(3 / (4 * np.pi)) * hankel(1, k * x) / x
        j = spherical_jn(ELL, k * rho)
        along = along + j * n0 * ((P0 * wt) @ (wave * (R + rho * c)))
        across = across + j * n1 * ((P1 * wt) @ (wave * rho * s))
        norm = norm + j * j
    es = np.exp(1j * delta) * np.sin(delta)
    return np.sum((along / norm)**2 * es), np.sum((across / norm)**2 * es)


# ---- Test 1: full two-centre Schroedinger equation, bond along polarization
def U_centre(r):
    return -20.0 * np.exp(-r**2 / (2 * 0.25**2))


def U_neigh(d):
    return -25.0 * np.exp(-d**2 / (2 * 0.2**2))


R_t, step, n_max, n_l = 3.0, 0.01, 420, 44
r_grid = step * np.arange(n_max + 1)
cg, wg = np.polynomial.legendre.leggauss(110)
lg = np.arange(n_l)
Yg = np.sqrt((2 * lg[:, None] + 1) / 2 * wg) * eval_legendre(lg[:, None], cg)
coupling = np.zeros((n_max + 1, n_l, n_l))
for n in range(1, n_max + 1):
    dist = np.sqrt(r_grid[n]**2 + R_t**2 - 2 * r_grid[n] * R_t * cg)
    coupling[n] = (Yg * U_neigh(dist)) @ Yg.T


def local_green(k, coup, probes=(30, 60)):
    """p-channel diagonal of the outgoing Green function at probe points."""
    l = np.arange(coup.shape[1])
    eye = np.eye(l.size)

    def q(n):
        return k * k - l * (l + 1) / r_grid[n]**2 - U_centre(r_grid[n])

    inner = {1: np.zeros(l.size)}
    for n in range(1, max(probes)):
        inner[n + 1] = 1 / (2 - step**2 * q(n) - inner[n])
    ra, rb = r_grid[n_max], r_grid[n_max] + step
    X = np.diag(rb * hankel(l, k * rb) / (ra * hankel(l, k * ra)))
    found = {}
    for n in range(n_max, min(probes) - 1, -1):
        D = 2 * eye - step**2 * (np.diag(q(n)) - coup[n]) - X
        if n in probes:
            found[n] = np.linalg.inv(np.diag(inner[n]) - D)[1, 1]
        X = np.linalg.inv(D)
    return np.array([found[n] for n in probes])


k_test = np.array([4.0, 4.6, 5.2, 5.8, 6.4])
dc = phase_shifts(U_centre, k_test)
dn = phase_shifts(U_neigh, k_test)
fn = backscattering(k_test, dn)
free = np.zeros((n_max + 1, 2, 2))
direct, curved_t, probe_gap = [], [], 0.0
for i, k in enumerate(k_test):
    both = local_green(k, coupling).imag / local_green(k, free).imag - 1
    probe_gap = max(probe_gap, abs(both[0] - both[1]))
    direct.append(both[0])
    S = curved_sums(k, R_t, dn[i])[0]
    curved_t.append(-(np.exp(2j * dc[i, 1]) * S).imag)
direct, curved_t = np.array(direct), np.array(curved_t)
plane_t = -3 / (k_test * R_t**2) * (
    fn * np.exp(2j * (k_test * R_t + dc[:, 1]))).imag
print("Two-centre test, Gaussian wells, R = %.1f Angstrom" % R_t)
print("k (1/A), 1000*chi: full solution, curved wave, plane wave")
for row in zip(k_test, 1e3 * direct, 1e3 * curved_t, 1e3 * plane_t):
    print("%5.1f %9.3f %9.3f %9.3f" % row)
gap = np.max(abs(direct - curved_t)) / np.max(abs(direct))
print("largest gap full/curved, relative to max: %.4f" % gap)
print("chi difference between two probe radii: %.1e" % probe_gap)
assert probe_gap < 1e-7
assert gap < 0.05      # multiple scattering and finite-difference error

# ---- Test 2: weak neighbour, volume integral, oblique polarization
t, wt = np.polynomial.hermite_e.hermegauss(18)
width, k, R_far = 0.2, 4.0, 40.0
gx, gy, gz = np.meshgrid(width * t, width * t, R_far + width * t, indexing="ij")
w3 = width**3 * wt[:, None, None] * wt[None, :, None] * wt[None, None, :]
dist = np.sqrt(gx**2 + gy**2 + gz**2)
f_born = -np.sum(w3 * np.exp(2j * k * (gz - R_far))) / (4 * np.pi)
scale = 3 * abs(f_born) / (k * R_far**2)
worst = 0.0
for deg in (0, 30, 60, 90):
    th = np.radians(deg)
    ang = (np.sin(th) * gx + np.cos(th) * gz) / dist
    vol = 3 * k / (4 * np.pi) * np.sum(w3 * (hankel(1, k * dist) * ang)**2)
    ref = -3 * np.cos(th)**2 * f_born * np.exp(2j * k * R_far) / (k * R_far**2)
    worst = max(worst, abs(vol - ref) / scale)
print("weak-neighbour polarization test, largest error: %.4f" % worst)
assert worst < 0.03    # terms of order 1/(kR) remain

# ---- Worked example: screened Coulomb atoms
Z, a_scr, R, lam = 20, 0.2, 2.5, 10.0


def U_atom(r):
    return -2 * Z / BOHR * np.exp(-r / a_scr) / r


ks = np.linspace(3, 14, 221)
delta = phase_shifts(U_atom, ks)
f = backscattering(ks, delta)
total = np.unwrap(np.angle(f * np.exp(2j * delta[:, 1])))
chi_one = -3 * abs(f) / (ks * R**2) * np.sin(2 * ks * R + total)
damp = np.exp(-2 * R / lam)

# ---- Test 3: curved-wave result tends to the formula as R grows
i8 = int(np.argmin(abs(ks - 8)))
errors = []
for R_big in (200.0, 400.0):
    S = curved_sums(ks[i8], R_big, delta[i8])
    ref = 3 * f[i8] * np.exp(2j * ks[i8] * R_big) / (ks[i8] * R_big**2)
    errors.append(abs(S[0] - ref) / abs(ref))
print("plane-wave error at k = 8/A: R=200 A %.5f, R=400 A %.5f" % tuple(errors))
assert errors[1] < 0.1 and 1.7 < errors[0] / errors[1] < 2.3

# ---- Test 4: Lorentzian energy average gives exp(-2R/lam)
n_av = 200000
tt = (np.arange(n_av) + 0.5) / n_av * np.pi - np.pi / 2
worst = 0.0
for k in (7.0, 7.3, 7.6, 8.0, 8.3):
    half = 2 * k / lam                               # (Gamma/2) 2m/hbar^2
    kk = np.sqrt(k * k + half * np.tan(tt) + 0j)
    mean = np.mean((np.exp(2j * kk * R) / kk).imag)
    worst = max(worst, abs(mean * k - damp * np.sin(2 * k * R)) / damp)
print("Lorentzian average against damping, largest error: %.4f" % worst)
assert worst < 0.04    # slow variation of 1/k and shift of Re k are neglected
gamma = 4 * H2_2M * 8.0 / lam
speed = sc.hbar * 8.0e10 / sc.m_e
path = speed * sc.hbar / (gamma * sc.e) * 1e10
assert abs(path - lam / 2) < 1e-6

# ---- Test 5: Fourier peak position from the slope of the phase
window = np.sin(np.pi * (ks - ks[0]) / (ks[-1] - ks[0]))**2
signal = ks**2 * chi_one * damp * window
rr = np.linspace(1, 4, 1501)
peak = rr[np.argmax(abs(np.exp(-2j * np.outer(rr, ks)) @ signal))]
weight = window * ks * abs(f)
slope_fit = np.polyfit(ks, total, 1, w=np.sqrt(weight))[0]
assert abs(peak - (R + slope_fit / 2)) < 0.1   # curvature of the phase remains

# ---- Polarization sums over shells
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
square = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0], [0, -1, 0]])
eps = np.random.default_rng(1).normal(size=(50, 3))
eps /= np.linalg.norm(eps, axis=1)[:, None]
n_tet = 3 * np.sum((eps @ tetra.T)**2, axis=1)
assert np.allclose(n_tet, 4)
n_in = 3 * np.sum((square @ np.array([1, 0, 0]))**2)
n_out = 3 * np.sum((square @ np.array([0, 0, 1]))**2)

print("Example: Z = %d, a = %.2f A, R = %.2f A, lam = %.1f A" % (Z, a_scr, R, lam))
print("hbar^2/2m = %.4f eV A^2" % H2_2M)
print("damping factor exp(-2R/lam) = %.4f" % damp)
print("at k = 8/A: E = %.1f eV, Gamma = %.2f eV" % (H2_2M * 64, gamma))
print("intensity mean free path = %.2f A" % path)
pick = [int(np.argmin(abs(ks - v))) for v in (4, 6, 8, 10, 12)]
print("k (1/A), delta_1 (rad, mod pi), |f| (A), arg f (rad)")
for i in pick:
    print("%5.1f %8.3f %8.4f %8.3f" % (ks[i], delta[i, 1], abs(f[i]), np.angle(f[i])))
print("k (1/A), sine argument mod 2pi (rad), sine")
for i in pick:
    arg = 2 * ks[i] * R + total[i]
    print("%5.1f %8.3f %8.4f" % (ks[i], arg % (2 * np.pi), np.sin(arg)))
print("k (1/A), damped chi: one neighbour along eps, tetrahedral shell")
for i in pick:
    print("%5.1f %9.5f %9.5f" % (ks[i], damp * chi_one[i],
                                 damp * chi_one[i] * n_tet[0] / 3))
print("one neighbour, undamped: k (1/A), envelope, plane, curved, curved across")
for i in pick:
    S = curved_sums(ks[i], R, delta[i])
    cw = [-(np.exp(2j * delta[i, 1]) * v).imag for v in S]
    print("%5.1f %8.5f %9.5f %9.5f %9.5f" % (
        ks[i], 3 * abs(f[i]) / (ks[i] * R**2), chi_one[i], cw[0], cw[1]))
print("sum of 3cos^2: tetrahedron %.3f, square in plane %.1f, normal %.1f"
      % (n_tet[0], n_in, n_out))
print("phase slope = %.3f A, R + slope/2 = %.3f A" % (slope_fit, R + slope_fit / 2))
print("Fourier peak = %.3f A" % peak)
print("PASS")
```

Running it gives:

```
Two-centre test, Gaussian wells, R = 3.0 Angstrom
k (1/A), 1000*chi: full solution, curved wave, plane wave
  4.0    -3.597    -3.589    -3.484
  4.6     2.911     2.911     3.277
  5.2    -1.280    -1.281    -1.556
  5.8     0.191     0.193     0.272
  6.4     0.202     0.198     0.229
largest gap full/curved, relative to max: 0.0021
chi difference between two probe radii: 3.1e-14
weak-neighbour polarization test, largest error: 0.0045
plane-wave error at k = 8/A: R=200 A 0.00417, R=400 A 0.00208
Lorentzian average against damping, largest error: 0.0103
Example: Z = 20, a = 0.20 A, R = 2.50 A, lam = 10.0 A
hbar^2/2m = 3.8100 eV A^2
damping factor exp(-2R/lam) = 0.6065
at k = 8/A: E = 243.8 eV, Gamma = 12.19 eV
intensity mean free path = 5.00 A
k (1/A), delta_1 (rad, mod pi), |f| (A), arg f (rad)
  4.0    1.029   0.1999   -0.305
  6.0    0.750   0.6803    2.282
  8.0    0.468   0.6594    2.485
 10.0    0.220   0.4670    2.439
 12.0    0.007   0.3052    2.262
k (1/A), sine argument mod 2pi (rad), sine
  4.0    2.904   0.2353
  6.0    2.365   0.7008
  8.0    5.723  -0.5314
 10.0    2.613   0.5040
 12.0    5.727  -0.5279
k (1/A), damped chi: one neighbour along eps, tetrahedral shell
  4.0  -0.00342  -0.00456
  6.0  -0.02313  -0.03084
  8.0   0.01275   0.01700
 10.0  -0.00685  -0.00914
 12.0   0.00391   0.00521
one neighbour, undamped: k (1/A), envelope, plane, curved, curved across
  4.0  0.02399  -0.00564   0.00293  -0.00134
  6.0  0.05442  -0.03814  -0.01552   0.00033
  8.0  0.03956   0.02102   0.00888  -0.00001
 10.0  0.02242  -0.01130  -0.00623  -0.00001
 12.0  0.01221   0.00644   0.00439   0.00001
sum of 3cos^2: tetrahedron 4.000, square in plane 6.0, normal 0.0
phase slope = -0.232 A, R + slope/2 = 2.384 A
Fourier peak = 2.380 A
PASS
```
